\section*{The Inner-Interface Field in Cabrera–Mott Oxidation of a Metal Sphere}

\section{Physical situation and model}

A metal particle a few nanometres across is exposed to oxygen and acquires an oxide shell. Electrons cross the thin shell and are captured by oxygen adsorbed on its outer surface. The surface becomes negative, the metal is left positive, and the field between them pulls metal cations out of the core and into the oxide. In the Cabrera--Mott picture this field lowers the barrier that a cation must cross at the metal/oxide interface, so the growth rate depends exponentially on the field at that interface.

For a flat film of thickness $L$ carrying a potential drop $V$, the field is $V/L$. On a small particle the shell thickness may equal or exceed the core radius, and it is then not obvious which field the cation feels as it leaves the metal.

Let the core have radius $a$ and the concentric oxide shell outer radius $b=a+L$. Fields are positive when they point outward. The Mott potential is
\begin{equation}
V=\phi(a)-\phi(b)>0 .
\label{eq:V}
\end{equation}
It is taken as fixed, because electron transfer is assumed fast enough to keep the electrons in the metal in equilibrium with those on the adsorbed oxygen. It is also taken as independent of particle size. The oxide has uniform permittivity $\varepsilon$ and, at first, negligible space charge. The particle as a whole is neutral.

\section{The field at the inner interface}

Apply Gauss's law to the oxide between the core surface and a sphere of radius $r$, with $a\le r\le b$. This region contains no charge, so the flux entering at $a$ equals the flux leaving at $r$:
\begin{equation}
4\pi r^2\varepsilon E(r)=4\pi a^2\varepsilon E_a
\quad\Longrightarrow\quad
E(r)=E_a\frac{a^2}{r^2},
\label{eq:gauss}
\end{equation}
where $E_a=E(a)$. Since $E=-d\phi/dr$, the potential drop is the integral of the field:
\begin{equation}
V=\int_a^b E\,dr
=a^2E_a\left(\frac1a-\frac1b\right)
=a^2E_a\,\frac{b-a}{ab}
=E_a\frac{aL}{b}.
\label{eq:drop}
\end{equation}
Solving for $E_a$ and writing $b=a+L$ in the numerator gives
\begin{equation}
E_a=\frac{Vb}{aL}=\frac{V(a+L)}{aL}=\frac VL+\frac Va .
\label{eq:Ea}
\end{equation}
Curvature adds $V/a$ to the planar field, whatever the thickness. Relative to the planar value $E_{\rm p}=V/L$,
\begin{equation}
\frac{E_a}{E_{\rm p}}=\frac ba=1+\frac La,
\qquad
\frac{E_a-E_{\rm p}}{E_a}=\frac{V/a}{Vb/(aL)}=\frac Lb .
\label{eq:ratio}
\end{equation}
The second expression is the fraction of the true field that the planar formula misses.

The reason lies in \eqref{eq:gauss}. By definition $V/L$ is the field averaged over the thickness. In a flat film the field is uniform and equals its average. In a shell the same flux spreads over a growing area, so the field falls outward and its largest value is at the inner face. The local field equals the average where $E_aa^2/r^2=V/L$. Inserting \eqref{eq:Ea} gives $r^2=a^2(b/a)=ab$, that is, $r=\sqrt{ab}$. Beyond this radius the planar formula is too large, and at the outer face
\begin{equation}
E_b=E_a\frac{a^2}{b^2}=\frac{Va}{bL}<\frac VL .
\label{eq:Eb}
\end{equation}

Two limits show the range of \eqref{eq:Ea}. For $a\gg L$ the term $V/a$ is a small correction and the planar result returns. For $a\ll L$ the field tends to $V/a$, the surface field of an isolated sphere at potential $V$. Most of the potential then drops within a distance of order $a$ from the core, and further thickening of the shell hardly weakens the inner field.

\section{The charge that sustains the field}

The charge on the core follows from the flux at its surface,
\begin{equation}
Q=4\pi\varepsilon a^2E_a=\frac{4\pi\varepsilon Vab}{L},
\label{eq:Q}
\end{equation}
and the outer surface carries $-Q$. The energy stored in the field confirms this factor:
\begin{equation}
\int_a^b\frac{\varepsilon E^2}{2}4\pi r^2dr
=2\pi\varepsilon a^4E_a^2\int_a^b\frac{dr}{r^2}
=2\pi\varepsilon a^2E_a\,V=\frac{QV}{2},
\label{eq:energy}
\end{equation}
where the second equality uses \eqref{eq:drop}. A smooth, spherically symmetric field requires $Q/e$ to be well above one. This is necessary but not sufficient: the charges on the outer surface must also be spread evenly enough that the field at the core varies little from place to place.

\section{From field to injection rate}

Let a cation of charge $q$ start at $r=a$ and cross a barrier whose top lies at $a+s$, with $s<L$. Let $W$ be the barrier height without field. Take the starting site and the barrier top as fixed in position. Their shifts in the field raise the barrier again by an amount of order $(qsE)^2/W$, which is neglected here; its size is given in the last section. The field then lowers the barrier by $q$ times the potential drop up to its top:
\begin{equation}
\Lambda_{\rm s}=q\int_a^{a+s}E\,dr
=qa^2E_a\left(\frac1a-\frac1{a+s}\right)
=\frac{qsE_a}{1+s/a}.
\label{eq:lower}
\end{equation}
The familiar form $qsE_a$ holds for $s\ll a$. It overestimates the lowering by the factor $1+s/a$, because the field already weakens during the jump. The error enters an exponent: with the values of the worked example it makes the rate too large by a factor of about 1.4 at $a=2$~nm and 2.9 at $a=1$~nm.

Injection is treated as irreversible, with rate per site
\begin{equation}
k=\nu\exp\left(-\frac{W-\Lambda}{kT}\right),
\label{eq:k}
\end{equation}
where $\nu$ is the attempt frequency and $kT$ is the thermal energy. With $W$ and $\nu$ the same in both geometries, a comparison needs only the difference in lowering. Inserting \eqref{eq:Ea} into \eqref{eq:lower} gives $\Lambda_{\rm s}=qsVb/[L(a+s)]$, while a flat film has $\Lambda_{\rm p}=qsV/L$. Hence
\begin{equation}
\Lambda_{\rm s}-\Lambda_{\rm p}
=\frac{qsV}{L}\,\frac{b-(a+s)}{a+s}
=\frac{qsV}{L}\,\frac{L-s}{a+s},
\label{eq:dL}
\end{equation}
and the ratio of spherical to planar rates is
\begin{equation}
\ln\frac{k_{\rm s}}{k_{\rm p}}
=\frac{a^*}{a+s}\left(1-\frac sL\right),
\qquad a^*=\frac{qsV}{kT}.
\label{eq:rate}
\end{equation}
This is positive for every $s<L$. The field and the rate thus have different length scales. The field is nearly planar once $a\gg L$. The rate is nearly planar when $a\gg a^*$, a condition in which the thickness hardly appears if $s\ll L$. A thin film on a moderately large particle can satisfy the first condition and fail the second.

The place of the rate-limiting step matters. Suppose instead that growth is limited by anions of charge $-|q|$ that enter at $r=b$ and jump inward to a barrier top at $b-s$. The lowering is then
\begin{equation}
|q|\int_{b-s}^{b}E\,dr
=|q|\frac{Vab}{L}\left(\frac1{b-s}-\frac1b\right)
=\frac{|q|sV}{L}\,\frac{a}{b-s},
\label{eq:anion}
\end{equation}
which is smaller than the planar value because $a<b-s$. Curvature therefore lowers the rate of each such jump. The total rate of growth also depends on the number of sites, and the outer surface is larger than that of the core. When the controlling jump is at the inner interface, the planar formula underestimates the injection rate per site, and with it the speed at which the core shrinks.

\section{Effect of space charge}

Cations in transit give the oxide a positive charge density, which weakens the field at the inner face. To see whether this can undo the effect of curvature, take a uniform density $\rho$. Gauss's law becomes
\begin{equation}
r^2E(r)=a^2E_a+\frac{\rho}{3\varepsilon}(r^3-a^3).
\label{eq:gaussrho}
\end{equation}
Divide by $r^2$ and integrate from $a$ to $b$:
\begin{equation}
V=E_a\frac{aL}{b}+\frac{\rho}{3\varepsilon}
\left[\frac{b^2-a^2}{2}-a^3\left(\frac1a-\frac1b\right)\right].
\label{eq:Vrho}
\end{equation}
The bracket simplifies after a factor $L=b-a$ is taken out:
\begin{equation}
\begin{aligned}
[\ldots]&=L\left(\frac{a+b}{2}-\frac{a^2}{b}\right)
=L\,\frac{b^2+ab-2a^2}{2b}\\
&=L\,\frac{(b-a)(b+2a)}{2b}=\frac{L^2(b+2a)}{2b}.
\end{aligned}
\label{eq:bracket}
\end{equation}
Multiplying \eqref{eq:Vrho} by $b/(aL)$ and using $b+2a=3a+L$ yields
\begin{equation}
E_a=\frac VL+\frac Va-\frac{\rho L}{2\varepsilon}\left(1+\frac{L}{3a}\right).
\label{eq:Earho}
\end{equation}
In a flat film the field at distance $x$ from the metal is $E_{\rm p}+\rho x/\varepsilon$, where $E_{\rm p}$ now denotes the inner-face value. Its integral is $V=E_{\rm p}L+\rho L^2/(2\varepsilon)$, so
\begin{equation}
E_{\rm p}=\frac VL-\frac{\rho L}{2\varepsilon},
\qquad
E_a-E_{\rm p}=\frac1a\left(V-\frac{\rho L^2}{6\varepsilon}\right).
\label{eq:diffrho}
\end{equation}
Space charge therefore reduces the spherical field by more than the planar one. Even so, as long as the planar field still points outward, $\rho L^2<2\varepsilon V$, and the difference in \eqref{eq:diffrho} exceeds $2V/(3a)$. For a uniform charge density, the planar geometry underestimates the inner field throughout the range in which the flat film has an outward driving field at all.

\section{A growing shell}

As oxidation proceeds, $a$ and $L$ change together. Let the particle start as bare metal of radius $R_0$, and let a volume of metal turn into $Z$ times that volume of oxide. Assume that the shell stays dense, concentric and in contact with the core. This is a severe restriction. When cations move outward, new oxide forms at the outer surface, so contact with the core requires the existing oxide to flow inward as the core shrinks. Many metal particles instead develop voids and end as hollow shells. If the shell is rigid, its inner face stays near $R_0$, it only thickens, and the minimum of the field derived below does not occur. Conservation of volume gives
\begin{equation}
b^3=a^3+Z(R_0^3-a^3).
\label{eq:vol}
\end{equation}
Differentiating, $3b^2\,db/da=3a^2-3Za^2$, so with $x=a/b$
\begin{equation}
\frac{db}{da}=-(Z-1)x^2 .
\label{eq:db}
\end{equation}
For $Z\ge1$ this gives $dL/da=db/da-1<0$. The film thickens steadily as the core shrinks, and the planar field $V/L$ falls steadily.

The spherical field behaves differently. From \eqref{eq:Ea}, $V/E_a=a(b-a)/b=a-a^2/b$, and
\begin{equation}
\frac{d}{da}\left(\frac{V}{E_a}\right)
=1-\frac{2a}{b}+\frac{a^2}{b^2}\frac{db}{da}
=1-2x-(Z-1)x^4 .
\label{eq:min}
\end{equation}
For $Z\ge1$ the right-hand side decreases with $x$, from $1$ at $x=0$ to $-Z$ at $x=1$, and so has one zero $x_0$ between them. Dividing \eqref{eq:vol} by $a^3$ gives
\begin{equation}
\frac1{x^3}=\frac{ZR_0^3}{a^3}-(Z-1),
\label{eq:x}
\end{equation}
so $x$ falls steadily as the core shrinks and passes $x_0$ once. Before that point $V/E_a$ grows and the field falls. After it the field rises. The field thus has a single minimum, at
\begin{equation}
a_0=R_0\left(\frac{Z}{x_0^{-3}+Z-1}\right)^{1/3}.
\label{eq:a0}
\end{equation}
For $Z=1$ the outer radius stays at $R_0$, and the minimum is at $a_0=R_0/2$, where $E_a=VR_0/(R_0/2)^2=4V/R_0$. Early on, thickening of the film dominates and weakens the field. Later the term $V/a$ takes over.

For the speed of the interface, let $N$ be the number of injection sites per unit area and $\Omega$ the metal volume per atom. The core loses volume at the rate $4\pi a^2N\Omega k$, which equals $-4\pi a^2\,da/dt$. The area cancels, and \eqref{eq:k} gives
\begin{equation}
\frac{da}{dt}=-u_0e^{\Lambda/kT},
\qquad u_0=N\Omega\nu e^{-W/kT}.
\label{eq:speed}
\end{equation}
The time to shrink from $a_1$ to $a_2$ obeys
\begin{equation}
u_0t=\int_{a_2}^{a_1}e^{-\Lambda(a)/kT}\,da .
\label{eq:time}
\end{equation}
The ratio of the planar to the spherical time is therefore independent of $u_0$. It is independent of $W$ only as long as the starting site and the barrier top are held fixed.

\section{Worked example}

Take the round model values $V=1$~V, $L=2$~nm, $q=2e$, $s=0.1$~nm, $T=300$~K and relative permittivity 10. The thermal energy is $0.02585$~eV, and
\[
a^*=\frac{2\times0.1\times1}{0.02585}\ \text{nm}=7.74\ \text{nm}.
\]

For a core of radius $a=2$~nm, $b=4$~nm. The planar field is $1/2=0.5$~V/nm, while \eqref{eq:Ea} gives $1/2+1/2=1.0$~V/nm, or $1.0\times10^9$~V/m. A numerical solution of Poisson's equation between the two fixed potentials gives the same value. The field drops to $0.25$~V/nm at the outer face and passes the planar value at $r=\sqrt{8}=2.83$~nm.

The barrier lowering is $0.2/(1+0.05)=0.190$~eV, against $0.100$~eV for the flat film. By \eqref{eq:rate} the logarithm of the rate ratio is $7.736\times0.95/2.1=3.50$, so injection is 33 times faster than the planar formula predicts. A factor of two in the field has become a factor of 33 in the rate.

At the same thickness, other core radii give:
\begin{center}
\begin{tabular}{rccc}
$a$ (nm) & $E_a$ (V/nm) & $E_a/E_{\rm p}$ & $k_{\rm s}/k_{\rm p}$\\
50 & 0.52 & 1.04 & 1.16\\
10 & 0.60 & 1.20 & 2.1\\
5 & 0.70 & 1.40 & 4.2\\
1 & 1.50 & 3.00 & 800
\end{tabular}
\end{center}
At $a=10$~nm the core radius is five times the thickness and the field is only 20\% above the planar value, yet the rate has doubled. This is the distinction between $L$ and $a^*$ drawn after \eqref{eq:rate}.

For $a=2$~nm, \eqref{eq:Q} gives about 28 elementary charges, or $0.14$ per nm$^2$ of outer surface. Since $Q$ is proportional to $V$, one charge more or less changes $V$ by about $1/28$, or 4\%. The lowering then changes by about $0.007$~eV, roughly a quarter of $kT$. The continuum treatment is reasonable here, though not precise, provided the charges are spread evenly over the outer surface. An uneven arrangement would also make the field vary from place to place on the core.

A uniform density of $0.05$ doubly charged ions per nm$^3$ gives $\rho/\varepsilon=0.181$~V/nm$^2$. The planar field falls by $0.181\times2/2=0.181$~V/nm to $0.32$~V/nm. The spherical field falls by $0.181\times(1+1/3)=0.241$~V/nm to $0.76$~V/nm. The spherical field loses more, as \eqref{eq:Earho} requires, but remains more than twice the planar one.

Now follow a particle with $R_0=4$~nm and $Z=1.6$. The zero of \eqref{eq:min} is at $x_0=0.484$, which puts the field minimum at $a_0=2.21$~nm:
\begin{center}
\begin{tabular}{cccc}
$a$ (nm) & $L$ (nm) & $E_a$ (V/nm) & $V/L$ (V/nm)\\
3.00 & 1.42 & 1.04 & 0.71\\
2.21 & 2.36 & 0.87 & 0.42\\
1.00 & 3.67 & 1.27 & 0.27
\end{tabular}
\end{center}
The planar field falls by more than half over this range, while the spherical field ends higher than it began. Shrinkage of the core from 3 to 1~nm gives $u_0t=0.00198$~nm with the spherical field and $0.110$~nm with the planar field. With the field $V/L$ taken at the same shell thickness $L(a)$, this stage lasts about 55 times as long as in the spherical model. A flat film, whose thickness would be $Z(R_0-a)$, gives a factor of about 95.

The size of this factor can be understood from \eqref{eq:rate}. The time ratio is an average of $k_{\rm s}/k_{\rm p}$ over the radii passed, weighted by the time the spherical model spends at each. As the core shrinks, $a$ falls and $L$ grows, so $k_{\rm s}/k_{\rm p}$ rises steadily, from about 10 at $a=3$~nm to about 900 at $a=1$~nm. The average must lie between these values.

\section{Conditions for validity}

The rate law \eqref{eq:k} requires a barrier that survives the field, $W>\Lambda_{\rm s}$. At the end of the growth example, $\Lambda_{\rm s}=0.2\times1.27/1.1=0.23$~eV, so $W$ must lie well above this. Even then the shifts of the starting site and the barrier top reduce the ratios found above. For a cosine barrier with $W=1$~eV, the factors 33, 800 and 55 become about 27, 480 and 45, and for $W=0.6$~eV about 23, 340 and 39. Equation \eqref{eq:Ea} may still hold when the condition fails, but the exponential rate does not. Both also assume that the shell stays insulating and keeps a constant permittivity. Inner fields of 1~V/nm and more are comparable with or above the breakdown fields of many oxides, so this assumption must be checked for the material in question.

Injection must also remain the slowest step. Cations that have entered the oxide move into a weaker field. In the case $a=2$~nm, a jump near the outer face is helped by about $0.2\times0.25=0.05$~eV, compared with $0.19$~eV at the inner face. For equal attempt frequencies, the barrier inside the oxide must therefore be lower than $W$ by more than about $0.14$~eV if jumps there are to be faster than injection. This is necessary but not sufficient for neglecting space charge. The cations in transit must also be few: the density of $0.05$ per nm$^3$ used above already lowers the inner field by about a quarter. By \eqref{eq:Earho} the reduction grows with the thickness of the shell, so a thicker shell requires a lower density. Because the rate is exponential in the field, space charge can be neglected only if it changes the barrier lowering by much less than $kT$. Otherwise it must be found together with the current.

In the growth example, the potential is most sensitive to single charges at the end. At $a=1$~nm, $ab/L$ is $1.27$~nm instead of the 4~nm of the main case, and \eqref{eq:Q} leaves only about nine charges. The potential then changes by about 11\% with each electron transferred. This shifts the lowering by about $kT$ and the rate by a factor of about 2.7, so the continuum rate is only a rough guide there. A fixed $V$ also requires electrons to cross the shell fast enough to replace the surface charge that arriving cations neutralize. If they cross by tunnelling, their rate falls steeply with thickness, so this assumption is least secure where the shell is thickest and may fail there. A size dependence of $V$ and stress in the shell, both left out here, may also alter the rate. So may a size dependence of $W$: removing an atom from a small core reduces the interface area and changes the energy by about $2\gamma\Omega/a$, where $\gamma$ is the interfacial energy. For the round values $\gamma=1$~J/m$^2$ and $\Omega=0.017$~nm$^3$ this is about $0.1$~eV at $a=2$~nm, comparable with the $0.09$~eV by which curvature increases the lowering. How much of it enters the barrier is not settled here, so the rate ratios above show the effect of the field alone. The rise of the field as the core disappears follows from \eqref{eq:Ea} at fixed $V$, and only for a shell whose inner face follows the core. How far a real particle follows it depends on these omitted effects.

\section*{Numbers as computed}
\begin{verbatim}
Potential drop V = 1.0 V, oxide thickness L = 2.0 nm
Ion charge = 2 e, half-jump s = 0.1 nm
T = 300 K, kT = 0.02585 eV, rel. permittivity = 10
Rate radius a* = qsV/kT = 7.736 nm
Planar field V/L = 0.5000 V/nm = 5.00e+08 V/m
Fixed L: a (nm), E_a (V/nm), E_a/planar, rate ratio sphere/plane
   50.0  0.5200  1.0400  1.158
   10.0  0.6000  1.2000  2.07
    5.0  0.7000  1.4000  4.225
    2.0  1.0000  2.0000  33.11
    1.0  1.5000  3.0000  797.4
Main case: a = 2.0 nm, b = 4.0 nm
Inner field = 1.0000 V/nm = 1.00e+09 V/m
Inner field from numerical Poisson = 1.000000 V/nm
Outer field = 0.2500 V/nm
Radius where field equals V/L = 2.8284 nm
Surface charges = 27.78 e
Outer charge density = 0.1382 e/nm^2
Barrier lowering, local q s E_a = 0.2000 eV
Barrier lowering, finite jump = 0.1905 eV
Barrier lowering, planar = 0.1000 eV
ln(rate ratio) = 3.4998
Space charge: 0.05 ions/nm^3, rho/eps = 0.1810 V/nm^2
  inner field, sphere = 0.7587 V/nm
  inner field, plane = 0.3190 V/nm
Growth: R0 = 4.0 nm, volume ratio Z = 1.6
Field minimum: a/b = 0.4836, a = 2.2135 nm
Growth: a (nm), b (nm), L (nm), E_a (V/nm), planar (V/nm)
  3.0000  4.4174  1.4174  1.0388  0.7055
  2.2135  4.5772  2.3637  0.8748  0.4231
  1.0000  4.6693  3.6693  1.2725  0.2725
Core shrinks from 3.0 to 1.0 nm; time x u0:
  spherical field = 0.0019817 nm
  planar field = 0.10988 nm
Time ratio planar/spherical = 55.450
\end{verbatim}
